# Maximum overlap and initial maximum overlap methods: weights, Jacobian and collapse

## Two electrons in two orbitals

Take two real orthonormal orbitals $g$ and $u$ of different symmetry, with one-electron energies $h_g<h_u$. Two electrons of opposite spin share one spatial orbital. The ground determinant is $g^2$. We want the excited determinant $u^2$ as a self-consistent solution in its own right.

Let the repulsion integrals be $U=(gg|gg)=(uu|uu)$, $J=(gg|uu)$ and $K=(gu|gu)$. Integrals with an odd number of $g$ labels vanish by symmetry. Energies are in hartree. Suppose the occupied orbital is slightly wrong:

$$\phi=\cos\eta\,u+\sin\eta\,g .$$

For a doubly occupied orbital with density matrix $D_{rs}=c_rc_s$, the Fock matrix is

$$F_{pq}=h_{pq}+\sum_{rs}D_{rs}\,[2(pq|rs)-(pr|qs)] .$$

Inserting $D_{uu}=\cos^2\eta$, $D_{gg}=\sin^2\eta$ and $D_{gu}=D_{ug}=\sin\eta\cos\eta$ gives

$$F_{uu}=h_u+U\cos^2\eta+(2J-K)\sin^2\eta,$$
$$F_{gg}=h_g+U\sin^2\eta+(2J-K)\cos^2\eta,$$
$$F_{gu}=\sin\eta\cos\eta\,[(2K-J)+(2K-K)]=\sin\eta\cos\eta\,(3K-J).$$

The two brackets in the last line come from $(r,s)=(g,u)$ and $(u,g)$. Define $\delta=2\eta$ and

$$A=h_u-h_g,\qquad B=2J-K-U,\qquad W=J-3K .$$

Since $\cos^2\eta-\sin^2\eta=\cos\delta$ and $2\sin\eta\cos\eta=\sin\delta$,

$$F_{uu}-F_{gg}=A-B\cos\delta,\qquad 2F_{gu}=-W\sin\delta .$$

Apart from a multiple of the identity, the Fock matrix in the order $(u,g)$ is therefore

$$\frac12\begin{pmatrix}A-B\cos\delta&-W\sin\delta\\-W\sin\delta&-(A-B\cos\delta)\end{pmatrix}.$$

A matrix $R\begin{pmatrix}\cos\delta'&\sin\delta'\\ \sin\delta'&-\cos\delta'\end{pmatrix}$ with $R>0$ has the upper eigenvector $(\cos\frac{\delta'}2,\sin\frac{\delta'}2)$. Comparing the two forms, the upper orbital lies at

$$\tan\delta'=-\frac{W\sin\delta}{A-B\cos\delta}. \tag{1}$$

We take $A>B>0$, so the denominator is positive and $|\delta'|<90^\circ$. The lower orbital lies at $\delta'+180^\circ$.

At $\delta=0$ the upper orbital is $u$. Filling the lowest orbital would give $g$ at once, so $u^2$ needs another occupation rule. The rule used here is resemblance: occupy the new orbital with the larger squared overlap with a reference orbital. Two orbitals at doubled angles $\delta_1$ and $\delta_2$ have squared overlap

$$\cos^2\frac{\delta_1-\delta_2}{2}=\frac{1+\cos(\delta_1-\delta_2)}2 . \tag{2}$$

The upper orbital is thus chosen when its doubled angle is less than $90^\circ$ from the reference. In the maximum overlap method (MOM) the reference is the previous occupied orbital. In the initial maximum overlap method (IMOM) it remains the starting orbital.

## A collapse followed by hand

Choose $h_g=-1.2$, $h_u=-0.6$, $U=1.35$, $J=0.85$ and $K=0.05$. Then

$$A=0.60,\quad B=1.70-0.05-1.35=0.30,\quad W=0.85-0.15=0.70 .$$

For small $\delta$, equation (1) becomes $\delta'=\mu\delta$ with

$$\mu=-\frac{W}{A-B}=-\frac{0.70}{0.30}=-2.33 .$$

The error changes sign and grows at each step. Start at $\eta=3^\circ$, or $\delta=6^\circ$. The first step gives

$$\tan\delta'=-\frac{0.70\sin6^\circ}{0.60-0.30\cos6^\circ}=-0.243,\qquad \cos\delta'=\frac1{\sqrt{1+0.243^2}}=0.972,$$

so the weight of $u$ in the new orbital is $(1+0.972)/2=0.986$. Continuing without damping, MOM gives:

| Step | Upper orbital: overlap² with previous | Upper orbital: overlap² with start | MOM occupies | Weight of $u$ |
|---|---|---|---|---|
| 1 | 0.971 | 0.971 | upper | 0.986 |
| 2 | 0.873 | 0.963 | upper | 0.941 |
| 3 | 0.649 | 0.818 | upper | 0.856 |
| 4 | 0.445 | 0.848 | lower | 0.191 |

At step 4 the upper orbital still resembles the start, but the reference has moved to the other side of $u$. The lower orbital has overlap $1-0.445=0.555$ with this displaced reference, and it wins. The reference was still 86% $u$; it did not have to become mostly $g$ before the selection failed.

To follow the lower branch, put $\delta=180^\circ+t$, so that $t$ measures the distance from $g$. Equation (1), with the lower eigenvector chosen, becomes

$$\tan t'=\frac{W\sin t}{A+B\cos t}.$$

Near $t=0$ the error is multiplied by $W/(A+B)=0.70/0.90=0.78$, so $g^2$ attracts. The iteration ends there, with energy $2h_g+U=-1.05$, whereas the target has $2h_u+U=0.15$. No accepted squared overlap was below 0.555, yet the final orbital has squared overlap $\sin^23^\circ=0.0027$ with the start. With only two orbitals the two squared overlaps add to one, so the accepted one can never fall below one half; the value 0.555 at step 4 is close to that floor and marks the change of branch. Choosing the larger overlap at each step does not keep the orbital near the start.

## When the moving reference fails

Let $s=|\delta|$. On the upper branch,

$$s'=\arctan q(s),\qquad q(s)=\frac{W\sin s}{A-B\cos s}\qquad (W>0).$$

A two-cycle $\delta\to-\delta\to\delta$ requires $s'=s$. For $s\ne0$, dividing $q(s)=\tan s$ by $\sin s$ gives $W\cos s=A-B\cos s$, hence

$$\cos\delta_*=\frac{A}{W+B}. \tag{3}$$

It exists for $W>A-B$, which is the condition $\mu<-1$. To see how it is approached, differentiate:

$$q'(s)=\frac{W[\cos s\,(A-B\cos s)-B\sin^2s]}{(A-B\cos s)^2}=\frac{W(A\cos s-B)}{(A-B\cos s)^2}.$$

If $A\cos\delta_*>B$, the map increases on $0\le s\le\delta_*$. It starts with slope $|\mu|>1$ and meets $s'=s$ next at $\delta_*$. A small amplitude therefore rises steadily towards $\delta_*$ without passing it.

Successive upper orbitals lie on opposite sides of $u$, so their separation rises towards $2\delta_*$. By (2), MOM changes branch once this separation exceeds $90^\circ$. In this regime the condition is

$$\delta_*>45^\circ\quad\Longleftrightarrow\quad \frac{A}{W+B}<\frac1{\sqrt2}. \tag{4}$$

If also $W<A+B$, $g^2$ is locally attracting, as found above. With $A$, $B$ and $K$ fixed, the numerical check finds no collapse for $W=0.50$ and $0.53$, where $\cos\delta_*$ is 0.750 and 0.723. It finds collapse for $W=0.57$ and $0.70$, where the cosine is 0.690 and 0.600. An unstable iteration thus does not always collapse: MOM can also stay in a two-cycle.

IMOM behaves differently for $W=0.70$. The upper orbital stays within $\delta_*=53.1^\circ$ of $u$, and hence within $59.1^\circ$ of the reference at $6^\circ$. It is always selected. But undamped IMOM does not converge; it alternates between two orbitals, each with $u$ weight $(1+0.60)/2=0.80$. The fixed reference has protected the branch, and the instability remains.

## Projection weights for many orbitals

Now let $N$ real spatial orbitals be doubly occupied. In a nonorthogonal basis with overlap matrix $S$, the reference orbitals $c_i^{\rm ref}$ satisfy $c_i^{{\rm ref}T}Sc_k^{\rm ref}=\delta_{ik}$. The squared length of the projection of a new orbital $c_j$ onto their span is

$$p_j=\sum_{i=1}^N\left(c_i^{{\rm ref}T}Sc_j\right)^2
=c_j^TS D_{\rm ref}S c_j,\qquad D_{\rm ref}=\sum_i c_i^{\rm ref}c_i^{{\rm ref}T}. \tag{5}$$

A projection cannot lengthen a unit vector, so $0\le p_j\le1$. Summed over a complete set of new orbitals, the weights give the trace of the projector, $\sum_jp_j=N$. The $N$ orbitals with the largest weights are occupied.

The square matters. Rotating the reference orbitals among themselves leaves $D_{\rm ref}$, and hence $p_j$, unchanged. A signed sum $\sum_i c_i^{{\rm ref}T}Sc_j$ lacks this property: for the new orbital $(\phi_1-\phi_2)/\sqrt2$, which lies wholly inside the span of $\phi_1$ and $\phi_2$, it is zero, while $p_j=1$.

A useful guarantee follows from the largest principal angle $\theta$ between the reference space and a candidate occupied space of the same dimension. By the definition of $\theta$, every unit vector in either space has a projection of length at least $\cos\theta$ on the other. Candidate orbitals thus have $p_j\ge\cos^2\theta$. Let $w$ be a unit orbital orthogonal to the candidate space. Any unit reference vector $r$ has a part outside the candidate space no longer than $\sin\theta$, so $|r^TSw|\le\sin\theta$ and $p_w\le\sin^2\theta$. Hence

$$\theta<45^\circ\quad\Longrightarrow\quad\text{the candidate space is selected.} \tag{6}$$

This is sufficient, not necessary. It applies to one step and says nothing about the sum of many steps.

## The local Jacobian

Return to an orthonormal basis and consider a stationary determinant with occupied orbitals $i,j$ and virtual orbitals $a,b$. "Virtual" means unoccupied, whatever the energy. Assume that the orbital energies are nondegenerate and that the selected weights are separated from the rest by a gap. Near the solution the orbitals and weights change continuously, so the selection does not change. For MOM, (6) supplies the gap near the solution. For IMOM it is a real condition on the initial reference. Under these assumptions both rules have the same derivative.

Displace the occupied orbitals to first order by $\delta\phi_j=\sum_b x_{bj}\phi_b$. The density matrix changes by

$$\delta D_{bj}=\delta D_{jb}=x_{bj}.$$

Inserting both entries in the Fock matrix gives

$$\delta F_{ai}=\sum_{bj}\mathcal K_{ai,bj}x_{bj},$$
$$\mathcal K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib). \tag{7}$$

The factor 4 is a factor 2 for double occupation times two equal density entries; each entry contributes one exchange term.

First-order perturbation theory gives the new orbital $i$ the virtual component $\delta F_{ai}/(\varepsilon_i-\varepsilon_a)$. Mixing among occupied orbitals leaves their space unchanged. With $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, treated as a diagonal matrix,

$$x'=Mx,\qquad M=-\Delta^{-1}\mathcal K. \tag{8}$$

Nothing here requires $\Delta_{ai}>0$. The selection follows the perturbed orbital $i$ even if a virtual orbital lies below it; the denominator is then negative and must keep its sign. The formula fails when $\Delta_{ai}=0$, because the orbitals then mix at zeroth order.

In the two-orbital model, $i=u$ and $a=g$. Equation (7) gives $\mathcal K=4K-J-K=-W=-0.70$, and $\Delta=-(A-B)=-0.30$. Thus $M=-(-0.70)/(-0.30)=-2.33$, as before.

## What negative denominators change

The energy is $E=2\,{\rm Tr}(Dh)+{\rm Tr}(DG[D])$, where $F=h+G[D]$ and $G$ is linear and symmetric in $D$. Hence $dE=2\,{\rm Tr}(F\,dD)$. A rotation $dx_{ai}$ enters $D$ twice, so $dE=4\sum_{ai}F_{ai}dx_{ai}$, with $F_{ai}$ taken between the current orbitals. After a small rotation $x$ these are $\phi_a-\sum_jx_{aj}\phi_j$ and $\phi_i+\sum_bx_{bi}\phi_b$, so to first order

$$F_{ai}=\delta F_{ai}+(\varepsilon_a-\varepsilon_i)x_{ai}=[(\mathcal K+\Delta)x]_{ai}.$$

Integrating along the straight path from $0$ to $x$ gives a factor $\int_0^1s\,ds=\frac12$:

$$E=E_0+2x^THx+O(x^3),\qquad H=\Delta+\mathcal K. \tag{9}$$

Combining this with (8),

$$I-M=\Delta^{-1}H. \tag{10}$$

If $H$ and $\Delta$ are both negative along an isolated direction, their ratio $H/\Delta=1-\mu$ is positive, so $\mu<1$. If the ratio is also below 2, then $|\mu|<1$ and an energy maximum in that direction attracts the undamped iteration (in the model above the ratio is $(-1.0)/(-0.30)=3.33$, too large without damping): SCF iteration is not energy descent.

The signs can also forbid stability. Let $H$ be nonsingular. If $H$ and $\Delta$ have numbers of negative eigenvalues of different parity, then $\det(I-M)=\det H/\det\Delta<0$. Complex eigenvalues of a real matrix come in conjugate pairs with positive product, so $I-M$ has a negative real eigenvalue, and $M$ has some real $\mu>1$. Equal parity does not guarantee stability.

With all $\Delta_{ai}>0$, $M$ is similar to the symmetric matrix $-\Delta^{-1/2}\mathcal K\Delta^{-1/2}$, and its eigenvalues are real. Mixed signs remove this protection. For denominators $0.4$ and $-0.2$ and an off-diagonal coupling $0.1$,

$$M=\begin{pmatrix}0&-0.25\\0.50&0\end{pmatrix},\qquad \mu^2=-0.125,\qquad \mu=\pm0.354\,i .$$

The error then rotates between the two directions as it shrinks.

## Damping

Mix Fock matrices with $0<\alpha\le1$:

$$F_{k+1}=(1-\alpha)F_k+\alpha F[D_k].$$

Let $y_k$ be the virtual–occupied block of $F_k$ in the orbitals of the solution. Then $x_k=-\Delta^{-1}y_k$ and $y_{k+1}=(1-\alpha)y_k+\alpha\mathcal Kx_k$ to first order. Multiplication by $-\Delta^{-1}$ gives

$$x_{k+1}=[(1-\alpha)I+\alpha M]x_k. \tag{11}$$

An eigenvalue $\mu$ becomes $1-\alpha(1-\mu)$. Its squared modulus is below one when $-2\alpha\,{\rm Re}(1-\mu)+\alpha^2|1-\mu|^2<0$, that is,

$$\alpha<\min_\mu\frac{2\,{\rm Re}(1-\mu)}{|1-\mu|^2}. \tag{12}$$

A suitable positive $\alpha$ exists if and only if ${\rm Re}\,\mu<1$ for every eigenvalue. The remaining Fock blocks carry a factor $1-\alpha$ and add no instability.

For the collapsing model, (12) gives $\alpha<2/(1+2.33)=0.60$. IMOM reaches $u^2$ with $\alpha=0.55$ but not with $0.65$. If the first ten steps are undamped and $\alpha=0.4$ is used afterwards, IMOM still recovers $u^2$, whereas MOM, having already changed branch, converges to $g^2$. With $\alpha=0.4$ from the outset, MOM also finds $u^2$. A moving reference is harmful here because the undamped iteration carries it too far; movement alone does not force collapse.

Damping cannot cure $\mu>1$, since $1+\alpha(\mu-1)>1$ for every positive $\alpha$. Keep $h_g$ and $h_u$, but take $U=0.80$, $J=0.75$ and $K=0.40$. Then $B=0.30$ and $W=-0.45$, so $\Delta=-0.30$, $H=-0.30+0.45=0.15$ and $\mu=0.45/0.30=1.5$. The target is a minimum with respect to this rotation, yet it repels the iteration.

Equation (1) now has another fixed point with $\delta'=\delta$, together with its mirror image at $-\delta$. Dividing by $\sin\delta$ gives $-W\cos\delta=A-B\cos\delta$, so

$$\cos\delta=\frac{A}{B-W}=\frac{0.60}{0.75}=0.80 .$$

Its $u$ weight is $0.90$. MOM and IMOM both converge to this symmetry-broken solution, for $\alpha=1$ and for $\alpha=0.1$. Its energy, $-0.385$, is above the target's $-0.400$. Losing the target therefore need not mean falling in energy, and a fixed reference does not prevent it.

## A real negative denominator: H$_2$

For H$_2$ at a bond length of 1.40 bohr, restricted Hartree–Fock in the 6-31G basis gives $-1.1267$ hartree for the ground determinant. Starting IMOM from the lowest virtual $\sigma_u$ orbital of that solution, with both electrons placed in it, leads to a $\sigma_u^2$ solution at $-0.0442$ hartree. The difference is 1.0825 hartree, or 29.46 eV. It is a difference of two mean-field energies in a small basis, not a prediction of a measured excitation energy. The relaxed orbital keeps a weight of 0.978 on its initial reference.

The three denominators are $-0.224$, $0.775$ and $1.272$ hartree: one empty orbital lies below the occupied one. The eigenvalues of $H$ are $-0.401$, $0.487$ and $1.094$ hartree, so the solution is a saddle point in the space of real closed-shell rotations. The eigenvalues of $M$ are

$$-0.726,\quad 0.347,\quad 0.140 .$$

All have modulus below one, so the saddle attracts even the undamped iteration. The bound (12) is $2/(1+0.726)=1.16$, which admits $\alpha=1$. As a test of (8) on the real map, a small displacement with all three components equal shrinks to 0.314 of its length in three steps, in agreement with $M^3$. The factor itself depends on the arbitrary signs given to the virtual orbitals, which fix what "equal components" means; the test is the agreement.

## The method in general

1. Choose $N$ initial occupied orbitals and form $D_{\rm ref}$.
2. Build $F[D]$, mix it with the previous Fock matrix if damping is used, and diagonalize.
3. Compute all $p_j$ from (5) and occupy the $N$ largest.
4. For MOM, replace $D_{\rm ref}$ by the new occupied density matrix. For IMOM, keep it.
5. Repeat until $F_{ai}[D]$ vanishes within tolerance for all occupied–virtual pairs.

A stationary determinant can be a fixed point of IMOM only if its occupied orbitals have the $N$ largest weights on the initial reference, apart from ties. In the two-orbital example this excludes $g^2$, whose occupied orbital has weight 0.0027 against 0.9973 for the empty one. It does not exclude every other excited solution, as the case $\mu=1.5$ shows.

Two quantities are therefore worth watching separately. The gap between the smallest selected and largest rejected weight shows how clearly the current reference separates the orbitals. In MOM a wide gap does not prove that the target has been kept: once the iteration has settled on $g^2$, the reference is $g$ itself and the gap is one. The final orbitals should therefore also be compared with the starting ones. The occupied–virtual Fock elements show whether the iteration is converging. If the weight gap shrinks from step to step, as in the table, where the selected weight falls from 0.971 to 0.873 to 0.649, MOM may be close to a change of branch, but need not make one: for $W=0.53$ the gap falls towards $\cos2\delta_*=0.045$ and stays there in the two-cycle. If the gap is wide but the Fock elements alternate without shrinking, more damping may help. If they keep growing near the target however small $\alpha$ is made, (11) points to an eigenvalue, real or complex, with ${\rm Re}\,\mu\ge1$, and the target needs a different solver. A temporary rise does not show this, because $M$ need not be a normal matrix. For denominators $0.4$ and $-0.01$ and an off-diagonal coupling $0.1$, $\mu=\pm1.58\,i$ and (12) allows $\alpha<0.57$; yet for $\alpha$ between $0.01$ and $0.1$ the Fock elements can first rise before they decay, by an amount that depends on the starting displacement: about a fifth for a displacement along the direction with denominator $0.4$, and about threefold for the least favourable one.

## Calculated quantities

```
random subspaces below 45 deg, all selected: 31
orbital inside reference: signed sum 0.000, weight 1.000
five-orbital model: negative denominators 1 of 6
five-orbital model: negative Hessian eigenvalues 1
five-orbital model: largest Jacobian error 3.5e-10
H2 RHF/6-31G bond length: 1.40 bohr
H2 ground energy: -1.126743 hartree
H2 sigma_u^2 energy: -0.044214 hartree
H2 energy difference: 1.082528 hartree = 29.457 eV
H2 final weight on initial reference: 0.97840
H2 occupied orbital energy: -0.16556 hartree
H2 denominators (hartree): [-0.22384  0.77513  1.27234]
H2 Hessian Delta+K eigenvalues (hartree): [-0.40088  0.48741  1.09413]
H2 Jacobian eigenvalues: [-0.72561  0.3474   0.14006]
H2 damping upper limit: 1.1590
H2 largest Jacobian error: 3.3e-08
H2 three-step shrinkage: actual 0.31421, predicted 0.31421
complex pair: denominators [ 0.4 -0.2] hartree, coupling 0.1 hartree
complex pair eigenvalues: [-0.+0.35355j  0.-0.35355j]
model h_g, h_u: -1.2, -0.6 hartree; start angle 3.0 deg
model U, J, K: 1.35, 0.85, 0.05 hartree
model A, B, W: 0.60, 0.30, 0.70 hartree
model Delta -0.300, Delta+K -1.000 hartree
model mu -2.3333, damping upper limit 0.6000
step 1: upper MOM 0.9709, upper IMOM 0.9709, MOM picks upper, u 0.9859
step 2: upper MOM 0.8729, upper IMOM 0.9631, MOM picks upper, u 0.9409
step 3: upper MOM 0.6488, upper IMOM 0.8177, MOM picks upper, u 0.8563
step 4: upper MOM 0.4446, upper IMOM 0.8485, MOM picks lower, u 0.1909
smallest accepted MOM weight: 0.5554
final MOM weight on start: 0.00274
MOM final energy: -1.050000 hartree
undamped IMOM two-cycle: cos(delta) 0.60000, u weight 0.80000
damping 0.4 after 10 steps: u weight MOM 0.00000, IMOM 1.00000
IMOM energy with late damping: 0.150000 hartree
MOM damped from the outset: u weight 1.00000
IMOM damping 0.55: target reached True
IMOM damping 0.65: target reached False
W 0.50 hartree: cycle cosine 0.7500, MOM collapse False
W 0.53 hartree: cycle cosine 0.7229, MOM collapse False
W 0.57 hartree: cycle cosine 0.6897, MOM collapse True
W 0.70 hartree: cycle cosine 0.6000, MOM collapse True
repelling model U, J, K: 0.80, 0.75, 0.40 hartree
repelling model Delta -0.300, Delta+K 0.150 hartree, mu 1.500
repelling model final u weight, both rules: 0.90000
repelling model energies: target -0.40000, final -0.38500 hartree
```
